Semilocal kinetic functionals and the atomisation energy of N₂

**Setting**

The molecule N₂ is separated into two N atoms in their quartet ground state. Energies are electronic, without zero-point motion, and hartree atomic units are used. Kohn-Sham calculations with the PBE exchange-correlation functional supply the orbitals, spin densities and total energies E. The bond length is R = 2.084 bohr (1.103 Å), close to the PBE minimum: a three-point parabola with step 0.03 bohr places the minimum within about 0.001 bohr of R. The basis is an uncontracted Gaussian set of 47 functions per atom, with s and p exponents from cc-pVQZ and d and f exponents from cc-pVTZ.

For orbitals φᵢ of both spins, the non-interacting kinetic energy is

T_s = ½ Σᵢ ∫ |∇φᵢ|² d³r.

Define the binding energy and the kinetic contribution to atomisation by

D = 2E(N) − E(N₂),
A_T = 2T_s(N) − T_s(N₂).

A positive A_T would mean that kinetic energy rises when the molecule is pulled apart. For an approximate functional T_F, let A_F = 2T_F(N) − T_F(N₂).

**Part (a)**

*T_s is replaced by T_F in the total energy, while the densities and all other terms are kept. How does the binding energy change?*

**Answer.** The total energy is

E = T_s + V_ne + J + E_xc + V_nn,

where the terms after T_s are the electron-nucleus attraction, the classical electron repulsion, the exchange-correlation energy and the nuclear repulsion. They depend on the spin densities and nuclear positions, which are unchanged. For each system, therefore,

E_F = E + (T_F − T_s).

Inserting this in the definition of the binding energy gives

D_F = 2E(N) − E(N₂) + 2[T_F(N) − T_s(N)] − [T_F(N₂) − T_s(N₂)]
 = D + A_F − A_T.

The error of the kinetic difference enters the binding energy in full, so D is the scale against which it must be judged.

This is a statement at fixed density. If E_F were minimised with respect to the density, the energies of the atom and of the molecule would both fall or stay the same, by amounts not known here. The self-consistent binding energy could then lie on either side of D_F.

**Part (b)**

*Use uniform scaling to relate A_T to D. Then evaluate both from these data, in hartree:*

N: E = −54.5345, T_s = 54.3882, T_c = 0.1537
N₂: E = −109.4567, T_s = 109.0906, T_c = 0.3750
R dE/dR = −0.0021

*Here T_c = dE_c[n_λ]/dλ − E_c[n], with the derivative taken at λ = 1 and n_λ(r) = λ³n(λr).*

**Answer.** Scale the density to n_λ and move the nuclei to the bond length R/λ. Each orbital becomes λ^(3/2)φᵢ(λr). Two derivatives give T_s a factor λ². The Coulomb terms contain one inverse length and gain a factor λ. PBE exchange also gains a factor λ: its integrand is n^(4/3) times a function of a dimensionless gradient, so it scales as λ⁴, and the volume element supplies λ⁻³. The energy of the scaled system is

W(λ) = λ²T_s + λ(V_ne + J + E_x + V_nn) + E_c[n_λ].

The scaled density differs from the Kohn-Sham density at bond length R/λ by an amount of first order in λ − 1. The energy is stationary at the Kohn-Sham density, so this difference affects W at second order. To first order W(λ) follows the energy curve E(R/λ), and

dW/dλ at λ = 1 equals −R dE/dR.

Carrying out the derivative on the left gives

2T_s + (V_ne + J + E_x + V_nn) + dE_c[n_λ]/dλ = −R dE/dR.

The bracket equals E − T_s − E_c. Substitution leaves

T_s + T_c = −E − R dE/dR.

For an atom the last term is absent. Subtracting twice the atomic relation from the molecular one yields

−A_T + ΔT_c = D − R dE/dR, with ΔT_c = T_c(N₂) − 2T_c(N),

and hence

−A_T = D − R dE/dR − ΔT_c.

The meaning of T_c follows from the same argument applied to an interacting wavefunction, whose energy scales as λ²T + λV. It gives T = −E − R dE/dR. With the exact functional, then, T_c = T − T_s is the part of the true kinetic energy that the Kohn-Sham orbitals leave out. Here it is evaluated from PBE correlation.

The data give

D = 2(−54.5345) + 109.4567 = 0.388 hartree = 10.55 eV,
A_T = 2(54.3882) − 109.0906 = −0.314 hartree = −8.55 eV.

Kinetic energy falls on atomisation. The scaling relation predicts, with the unrounded values D = 0.3878 and ΔT_c = 0.0677 (the rounded data give 0.3877 and 0.0676, with the same result),

−A_T = 0.3878 + 0.0021 − 0.0677 = 0.322 hartree.

The two values of −A_T differ by 0.008 hartree, or 2% of D. The relation assumes stationarity under scaling, which a finite basis does not guarantee because it need not contain the scaled orbitals. The atom shows this directly: T_s + T_c + E should vanish but equals 0.007 hartree with these data, and it falls to −0.0004 hartree in the larger basis described in part (e). The slope term is also uncertain. It is a central difference with step h = 0.03 bohr, whose truncation error is R h² (d³E/dR³)/6. The analytic gradient in the same basis gives R dE/dR = −0.0004 hartree, so the truncation error is about −0.002 hartree, most of the quoted value, which corresponds to a third derivative near −5.6 hartree/bohr³. With the analytic slope the prediction is 0.320 hartree and the discrepancy is 0.006 hartree. The difference indicates the accuracy of A_T without bounding its error.

**Part (c)**

*Write the Thomas-Fermi and second-order gradient functionals for an unpolarised density, and derive the gradient coefficient from the static response of the uniform gas. How does a PBE-like functional differ?*

**Answer.** In a uniform gas the states up to k_F are doubly occupied, so n = k_F³/(3π²). The kinetic energy per volume is

2 ∫ d³k/(2π)³ · k²/2 = k_F⁵/(10π²) = (3/10) k_F² n.

Using this locally gives the Thomas-Fermi functional

T_TF = C ∫ n^(5/3) d³r, C = (3/10)(3π²)^(2/3).

A gradient correction must keep the scaling T_s[n_λ] = λ²T_s[n]. For a term g(n)|∇n|² this requires g ∝ 1/n. A term h(n)∇²n adds nothing new. For a density that vanishes at infinity it integrates by parts to −h′(n)|∇n|², so scaling allows h = c₀ + c₁ ln n. The constant integrates to zero and the logarithm returns the 1/n form. The second-order correction is therefore a multiple of the von Weizsäcker energy:

T_GEA2 = T_TF + λ_W T_W, T_W = ∫ |∇n|²/(8n) d³r.

To find λ_W, apply a weak potential v cos(qx) to the gas. It produces a density change b cos(qx). Let the kinetic energy per volume rise by ¼Kb². The potential contributes ½vb, and minimising the sum gives b = −v/K.

Perturbation theory gives b independently. The potential admixes the plane waves k ± q into the occupied state k, with amplitudes (v/2)/(ε_k − ε_{k±q}). Each amplitude changes the density by twice its value times cos(qx), divided by the volume. The two signs of q contribute equally after integration over k, and spin supplies a factor 2. Thus

b = −4v ∫ d³k/(2π)³ · 1/(q²/2 + kqu), k < k_F,

where u is the cosine of the angle between k and q. The integral is a principal value, and transitions between two occupied states cancel in pairs. The angular integral is

∫ du/(q²/2 + kqu) = (1/kq) ln|(k + q/2)/(k − q/2)|, −1 < u < 1.

With x = k/k_F and η = q/(2k_F) this becomes

b = −v (k_F/π²) f(η), f(η) = (1/2η) ∫₀¹ x ln|(x + η)/(x − η)| dx.

An antiderivative of the integrand is

½(x² − η²) ln|(x + η)/(x − η)| + ηx,

as differentiation confirms. It vanishes at x = 0 and is continuous at x = η. For η < 1,

f(η) = (1/2η) {½(1 − η²) ln[(1 + η)/(1 − η)] + η}.

Since ½ ln[(1 + η)/(1 − η)] = η + η³/3 + …, the braces equal 2η − (2/3)η³ + …. Therefore f = 1 − η²/3 + …, and

K = (π²/k_F)/f = (π²/k_F)(1 + η²/3 + …).

Now compute K from the functional. The average of cos² is ½, so the Thomas-Fermi energy rises by

½ · (10/9)C n^(−1/3) · b²/2 = ¼ b² · k_F²/(3n) = ¼ b² · π²/k_F.

The von Weizsäcker energy rises by

q²b²/(16n) = ¼ b² · q²/(4n) = ¼ b² · 3η²π²/k_F.

Matching 3λ_W η² to η²/3 gives λ_W = 1/9.

It is convenient to use the reduced gradient

s = |∇n| / [2(3π²)^(1/3) n^(4/3)].

Then C n^(5/3)s² = (3/40)|∇n|²/n = (3/5)|∇n|²/(8n). The von Weizsäcker integrand is thus (5/3)s² times the Thomas-Fermi one, and every functional used here has the form

T_F = C ∫ n^(5/3) F(s) d³r,

with

Thomas-Fermi: F = 1
GEA2: F = 1 + (5/27)s²
PBE-like: F = 1 + μs²/(1 + μs²/κ).

The PBE-like functionals APBEK and revAPBEK both have μ = 0.23889, with κ = 0.804 and 1.245 respectively. Their F starts quadratically but levels off at 1 + κ, which limits the contribution of regions with large s. Their small-gradient coefficient is not the gas value 5/27 ≈ 0.185. In the response it gives (9/5)μ = 0.430 where the gas requires 1/3. At η = 0.1 the response integral itself gives 0.335, which includes a small higher-order contribution.

**Part (d)**

*How must these functionals be applied to the N atom? Show the direction of the Thomas-Fermi error if the total density alone is used.*

**Answer.** T_s is a sum over orbitals, and each orbital has one spin. It therefore separates into a functional of n↑ and the same functional of n↓. An unpolarised density 2n↑ contains two equal spin parts, so a single part contributes ½T_s[2n↑]. Hence

T_s[n↑, n↓] = ½T_s[2n↑] + ½T_s[2n↓].

The same rule is imposed on T_F. For Thomas-Fermi it gives

T_TF[n↑, n↓] = C ∫ ½[(2n↑)^(5/3) + (2n↓)^(5/3)] d³r.

The function y^(5/3) is convex, so the mean of its values at 2n↑ and 2n↓ is at least its value at their mean, n↑ + n↓. Ignoring the polarisation can therefore only lower the Thomas-Fermi energy. In closed-shell N₂ the spin densities are equal and nothing changes. The effect falls on the atoms and does not cancel in A_F.

Numerically, A_TF is 0.145 hartree with spin densities and −1.594 hartree with the total density. The shift of 1.739 hartree is about 4.5 times D. The spinless result has the same sign as A_T, but its error is −1.28 hartree, larger in magnitude than the error of the spin-resolved result.

**Part (e)**

*The functionals give these kinetic energies, in hartree, on the Kohn-Sham spin densities:*

TF: N 49.3991, N₂ 98.6534
GEA2: N 54.2926, N₂ 108.2141
APBEK: N 54.4937, N₂ 108.7769
revAPBEK: N 54.8410, N₂ 109.4335

*Find A_F and its error, and compare the error with D.*

**Answer.** For Thomas-Fermi,

A_F = 2(49.3991) − 98.6534 = 0.145,
A_F − A_T = 0.145 + 0.314 = 0.459 hartree,
(A_F − A_T)/D = 0.459/0.388 = 1.18.

The same steps for the other functionals give:

TF: A_F = 0.14, error 0.46 hartree (12 eV), 118% of D
GEA2: A_F = 0.37, error 0.69 hartree (19 eV), 177% of D
APBEK: A_F = 0.21, error 0.52 hartree (14 eV), 135% of D
revAPBEK: A_F = 0.25, error 0.56 hartree (15 eV), 145% of D

All four errors exceed the binding energy, and all four functionals give A_F the wrong sign. They make the kinetic energy fall when the bond forms, whereas T_s rises. The errors are far larger than the 0.008 hartree discrepancy found in part (b), so that discrepancy does not affect this conclusion.

The last digits depend on the basis. In an uncontracted set of 71 functions per atom (s and p exponents from aug-cc-pV5Z, d and f from cc-pVQZ) the kinetic energies T_s and T_F fall by 0.006 to 0.010 hartree and D rises by less than 0.001 hartree. A_T moves from −0.314 to −0.317 hartree, and each A_F falls by about 0.005 hartree (A_TF from 0.145 to 0.139). The errors fall by about 0.003 hartree, or 1 point of D. The quantities 2.039 and 2.353 hartree of part (f) become 2.042 and 2.358. Signs and ordering are unchanged.

By part (a), the fixed-density binding energies D_F are 0.85, 1.07, 0.91 and 0.95 hartree in the order listed, against D = 0.39 hartree. Each functional overbinds by more than a factor of two. The reference D is the PBE value, so the comparison isolates the kinetic functional and does not assess PBE against experiment.

**Part (f)**

*GEA2 and the PBE-like functionals reproduce the total kinetic energies much better than Thomas-Fermi does. Why is their atomisation error larger? Use 2T_W(N) − T_W(N₂) = 2.039 hartree, where T_W is spin-scaled as in part (d), that is, the sum of ∫|∇n_σ|²/(8n_σ) d³r over the two spins, and not T_W of the total density.*

**Answer.** Let δ = T_F − T_s for each system. Then

A_F − A_T = 2δ(N) − δ(N₂).

The atomisation error depends on how well the two terms cancel. In hartree they are:

TF: −9.978 − (−10.437) = 0.459
GEA2: −0.191 − (−0.877) = 0.686
APBEK: 0.211 − (−0.314) = 0.525
revAPBEK: 0.906 − 0.343 = 0.563

Thomas-Fermi misses T_s(N₂) by 9.6%, but about 96% of that error is matched by the atoms. GEA2 misses it by 0.8%, and most of this smaller error survives the subtraction. APBEK is within 0.3% for N₂, but its errors for the atoms and the molecule have opposite signs and add. A percentage error in the total is a poor guide because D is itself 0.36% of T_s(N₂). Without cancellation, a kinetic error of 1% of D would require a relative accuracy of about 4 × 10⁻⁵ in T_s(N₂).

For GEA2 the deterioration can be traced to the gradient term:

A_GEA2 = A_TF + (1/9)[2T_W(N) − T_W(N₂)]
 = 0.1447 + 2.039/9
 = 0.1447 + 0.2266 = 0.371 hartree.

The von Weizsäcker energy is lower in the molecule than in the separated atoms, while T_s is higher. Adding a positive multiple of T_W therefore moves A_F further from A_T, even though the multiple 1/9 brings the totals closer to T_s.

The remainder T_s − T_W, called the Pauli kinetic energy, must more than compensate for the fall in T_W when the bond forms. It rises by

2.039 + 0.314 = 2.353 hartree.

GEA2 represents this remainder by T_TF − (8/9)T_W, which rises by

−0.1447 + (8/9)(2.039) = 1.668 hartree.

The shortfall, 0.685 hartree, is the GEA2 atomisation error of part (e) up to rounding. In this molecule GEA2 recovers about 71% of the increase in Pauli kinetic energy, and the missing part is larger than the bond energy.

For the PBE-like functionals the gradient contribution is not a fixed multiple of T_W, so this decomposition does not carry over directly. Their values of A_F lie between those of Thomas-Fermi and GEA2. Replacing κ = 0.804 by κ = 1.245 at the same μ raises A_F from 0.21 to 0.25 hartree and increases the error. These results concern one molecule at fixed PBE densities and do not establish a general ranking of the functionals. The numerical check follows.

Calculated quantities

```
Bond length R: 2.084 bohr = 1.1028 angstrom
Estimated PBE equilibrium length: 2.0847 bohr
Basis functions per atom: 47
Gas response coefficient of eta^2 at eta=0.1: 0.3351
Same coefficient from GEA2: 0.3333
Same coefficient from APBEK: 0.4300
N: total energy -54.53445 hartree
N: orbital T_s 54.38817 hartree
N: T_s by quadrature 54.38817 hartree
N: E_c -0.17886, T_c 0.15365 hartree
N: von Weizsaecker T_W 44.0424 hartree
N2: total energy -109.45673 hartree
N2: orbital T_s 109.09058 hartree
N2: T_s by quadrature 109.09058 hartree
N2: E_c -0.45155, T_c 0.37504 hartree
N2: von Weizsaecker T_W 86.0459 hartree
Binding energy D: 0.3878 hartree = 10.553 eV
Kinetic contribution A_T: -0.3142 hartree = -8.551 eV
R dE/dR: -0.00214 hartree
T_c(N2) - 2T_c(N): 0.0677 hartree
-A_T from scaling relation: 0.3222 hartree
2T_W(N) - T_W(N2): 2.0389 hartree
TF: T(N) 49.3991, T(N2) 98.6534 hartree
TF: error of 2T(N) -9.9782, of T(N2) -10.4372 hartree
TF: relative error of T(N2) -9.567 %
TF: A_F 0.1447, error 0.4589 hartree = 12.488 eV
TF: error/D 118.3 %, D_F 0.8468 hartree
TF: A_F with spinless atom -1.5943, error -1.2800 hartree
GEA2: T(N) 54.2926, T(N2) 108.2141 hartree
GEA2: error of 2T(N) -0.1911, of T(N2) -0.8765 hartree
GEA2: relative error of T(N2) -0.803 %
GEA2: A_F 0.3712, error 0.6855 hartree = 18.652 eV
GEA2: error/D 176.7 %, D_F 1.0733 hartree
GEA2: A_F with spinless atom -1.4538, error -1.1395 hartree
APBEK: T(N) 54.4937, T(N2) 108.7769 hartree
APBEK: error of 2T(N) 0.2111, of T(N2) -0.3137 hartree
APBEK: relative error of T(N2) -0.288 %
APBEK: A_F 0.2106, error 0.5248 hartree = 14.281 eV
APBEK: error/D 135.3 %, D_F 0.9126 hartree
APBEK: A_F with spinless atom -1.4981, error -1.1839 hartree
revAPBEK: T(N) 54.8410, T(N2) 109.4335 hartree
revAPBEK: error of 2T(N) 0.9057, of T(N2) 0.3429 hartree
revAPBEK: relative error of T(N2) 0.314 %
revAPBEK: A_F 0.2486, error 0.5628 hartree = 15.315 eV
revAPBEK: error/D 145.1 %, D_F 0.9506 hartree
revAPBEK: A_F with spinless atom -1.4780, error -1.1638 hartree
```
